# Image-Charge Lowering of a Tunnel Barrier Midway Between Two Metal Electrodes

Put an electron in an insulator at distance $h$ from a single flat metal electrode. Let its charge be $q=-e$, with $e>0$, and let the insulator have permittivity $\varepsilon$. The metal surface stays at zero potential if the charge it carries acts, inside the insulator, like a point charge $-q$ at the mirror position, a distance $2h$ from the electron. The electron is pulled towards the metal with the force $q^2/[4\pi\varepsilon(2h)^2]$. Bringing it from far away to distance $h$ therefore gives the energy

$$
W_1(h)=-\int_h^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds=-\frac{e^2}{16\pi\varepsilon h}.
$$

This is half of $q$ times the potential of the image, which is $-q/(8\pi\varepsilon h)$. The half appears because the image moves with the electron and is weaker in its effect at every earlier stage of the approach.

Now let a second, parallel electrode face the first at distance $d$, with the electron midway, so that $h=d/2$. If each electrode acted as though the other were absent, the energy would be

$$
2W_1(d/2)=-\frac{e^2}{4\pi\varepsilon d}.
$$

This is not the answer, because the charge induced on one electrode induces further charge on the other. The correction turns out to be a factor $\ln 2$.

The assumptions are these. Both electrodes screen perfectly and are held at the same potential, taken as zero. The insulator is uniform, and the electron is treated as a classical point charge at rest. Energies are measured from the same electron in an unbounded insulator, whose own polarization energy is already contained in the position of the bulk band edge.

Take the electron as origin, with the plates at $x=\pm d/2$. Reflection in the right plate sends $x$ to $d-x$ and reverses the sign of the charge; reflection in the left plate sends $x$ to $-d-x$, again with a change of sign. The electron at $0$ first produces charges $-q$ at $\pm d$. Each of these spoils the potential of the opposite plate and needs an image there, which gives $+q$ at $\mp 2d$. Continuing, one obtains a chain

$$
q_n=(-1)^n q\quad\text{at}\quad x_n=nd,\qquad n=0,\pm1,\pm2,\dots
$$

The sum of the potentials of these charges needs care. Their magnitudes at the electron fall as $1/|n|$, and the sum of $1/n$ diverges, so the alternating sum depends on the order in which its terms are taken. The boundary condition fixes the order. Keep the charges with $|n|\le N$, and look at the right plate. The charges $n$ and $1-n$ lie at equal distances on its two sides and have opposite signs, so they cancel everywhere on it. The one charge whose partner is missing is $n=-N$, at distance $(N+\tfrac12)d$. By symmetry the same holds on the left plate. Hence the potential $\varphi_N$ of the truncated chain obeys

$$
|\varphi_N|\le\frac{|q|}{4\pi\varepsilon(N+\frac12)d}\quad\text{on both plates.}
$$

The true potential $\varphi$ vanishes on the plates and has the same singularity at the electron. The difference $\varphi_N-\varphi$ is therefore free of singularities in the gap, satisfies Laplace's equation there, and goes to zero far out sideways. Such a function takes its largest magnitude on the boundary, so the bound holds throughout the gap. As $N\to\infty$ the error vanishes: adding the images in symmetric pairs, in order of distance, gives the true potential.

The potential at the electron due to all charges except itself is thus

$$
\varphi_{\rm ind}=\frac{1}{4\pi\varepsilon}\sum_{n\ne0}\frac{(-1)^nq}{|n|d}
=\frac{2q}{4\pi\varepsilon d}\sum_{n=1}^{\infty}\frac{(-1)^n}{n},
$$

where the factor 2 counts the two sides. To find the sum, start from the finite geometric series

$$
\sum_{n=1}^{N}(-t)^{n-1}=\frac{1-(-t)^N}{1+t}
$$

and integrate over $t$ from 0 to 1:

$$
\sum_{n=1}^{N}\frac{(-1)^{n+1}}{n}=\ln2-(-1)^N\int_0^1\frac{t^N}{1+t}\,dt .
$$

The last integral is positive and smaller than $\int_0^1t^N\,dt=1/(N+1)$, so the sum tends to $\ln 2$, and

$$
\varphi_{\rm ind}=-\frac{q\ln2}{2\pi\varepsilon d}.
$$

The energy follows by building up the charge at its fixed position. When the charge is $\lambda q$, the induced potential is $\lambda\varphi_{\rm ind}$, since the equations are linear. Adding $q\,d\lambda$ costs $\lambda q\varphi_{\rm ind}\,d\lambda$ beyond what it would cost in the unbounded insulator. The charge flowing onto the electrodes arrives at zero potential and costs nothing. Therefore

$$
W=q\varphi_{\rm ind}\int_0^1\lambda\,d\lambda=\frac{q\varphi_{\rm ind}}2
=-\frac{e^2\ln2}{4\pi\varepsilon d}.
$$

The band edge at the midplane is lowered by

$$
\boxed{\;\Delta=\frac{e^2\ln2}{4\pi\varepsilon d}\;}
$$

The first pair of images alone gives $e^2/(4\pi\varepsilon d)$, the same as two independent electrodes. The next pair has the sign of the electron and raises its energy, the third lowers it, and the net effect of all later pairs is to multiply the lowering by $\ln2\approx0.693$. By symmetry no pair exerts a net force on the electron at the midplane.

A second road to this result solves for the field directly and does not use the images. It also gives the energy at other positions. Measure position from the left plate, and let the charge be at $z$. Fourier transform the potential along the plates, with in-plane wavenumber $k$. For each $k$ the transform obeys

$$
\frac{d^2\tilde\varphi}{dx^2}-k^2\tilde\varphi=-\frac q\varepsilon\,\delta(x-z),\qquad \tilde\varphi(0)=\tilde\varphi(d)=0 .
$$

The solution that is continuous at $z$ and vanishes on the plates is $A\sinh(kx)\sinh k(d-z)$ for $x<z$ and $A\sinh(kz)\sinh k(d-x)$ for $x>z$. Its slope changes at $z$ by

$$
-Ak\,[\sinh kz\cosh k(d-z)+\cosh kz\sinh k(d-z)]=-Ak\sinh kd,
$$

which must equal $-q/\varepsilon$. Hence $A=q/(\varepsilon k\sinh kd)$. In an unbounded insulator the transform at the charge would be $q/(2\varepsilon k)$. Subtracting it leaves the induced part, $(q/2\varepsilon k)K$, with

$$
K=\frac{2\sinh kz\,\sinh k(d-z)}{\sinh kd}-1
=\frac{2e^{-2kd}-e^{-2kz}-e^{-2k(d-z)}}{1-e^{-2kd}} .
$$

The second form follows from $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$ after multiplying numerator and denominator by $2e^{-kd}$. Transforming back to the axis means integrating with $k\,dk/2\pi$, and the charging argument supplies the factor $q/2$:

$$
W(z)=\frac{e^2}{8\pi\varepsilon}\int_0^\infty K\,dk .
$$

Expand $1/(1-e^{-2kd})=\sum_{m\ge0}e^{-2mkd}$ and integrate term by term, each exponential $e^{-2kda}$ giving $1/(2da)$. The result is

$$
W(z)=\frac{e^2}{16\pi\varepsilon d}\left[H\!\left(\frac zd\right)+H\!\left(1-\frac zd\right)\right],\qquad
H(s)=\sum_{m=0}^\infty\left(\frac1{m+1}-\frac1{m+s}\right).
$$

The function $H(s)$ is the digamma function plus Euler's constant. At the midplane,

$$
H(\tfrac12)=-2\sum_{m=0}^\infty\left(\frac1{2m+1}-\frac1{2m+2}\right)=-2\ln2,
$$

so $W(d/2)=-4\ln2\;e^2/(16\pi\varepsilon d)=-\Delta$, as before. Close to the left plate, $H(s)\to-1/s$ and $H(1-s)\to H(1)=0$, which returns the single-electrode energy $-e^2/(16\pi\varepsilon z)$.

The second derivative $H''(s)=-\sum_m 2/(m+s)^3$ is negative for $0<s<1$. The profile $W(z)$ is thus concave, and it is symmetric about $d/2$, so its maximum lies there. For a barrier that is flat before the images are included, the midplane is the barrier top, and $\Delta$ is the lowering of that top. It is also the smallest lowering anywhere in the gap.

The charging argument can itself be checked by mechanics. With the electron at the centre, the slope of $\tilde\varphi$ at the left plate is $Ak\sinh(kd/2)=q/[2\varepsilon\cosh(kd/2)]$, so the transform of the surface charge density is $\tilde\sigma=-q/[2\cosh(kd/2)]$. Each plate is pulled inwards with the force

$$
F=\int\frac{\sigma^2}{2\varepsilon}\,dA=\frac1{2\varepsilon}\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{q^2}{4\cosh^2(kd/2)}
=\frac{q^2}{4\pi\varepsilon d^2}\int_0^\infty\frac{u\,du}{\cosh^2u},
$$

with $u=kd/2$. Integrating by parts with $\tanh u-1$ as the integral of $1/\cosh^2u$ gives

$$
\int_0^\infty\frac{u\,du}{\cosh^2u}=\int_0^\infty(1-\tanh u)\,du=\big[u-\ln\cosh u\big]_0^\infty=\ln2 .
$$

Move each plate outwards by $\delta d/2$, with insulator filling the space that opens. The work done is $2F\,\delta d/2=F\,\delta d$. Taking the plates to infinity costs $\int_d^\infty F\,dd'=e^2\ln2/(4\pi\varepsilon d)=\Delta$, which is the depth of the electron's energy below its value in the unbounded insulator. A numerical integration of $\sigma^2$, with $\sigma$ summed from the images in real space, gives $Fd^2=0.693147$ in units of $e^2/(4\pi\varepsilon)$.

For an example, take $d=3$ nm, a bare barrier $\phi_0=2$ eV and a tunnelling mass $m^*$ of 0.2 electron masses. The permittivity to be used depends on how fast the insulator responds. Let the relative value be 4 when the electrons alone respond and 20 when the lattice follows as well. With the first,

$$
\frac{e^2}{4\pi\varepsilon d}=\frac{1.43996\ \text{eV nm}}{4\times3\ \text{nm}}=0.1200\ \text{eV},\qquad
\Delta=0.1200\times0.6931=0.0832\ \text{eV},
$$

or $1.33\times10^{-20}$ J. The barrier top falls from 2 eV to 1.917 eV. After one, two, three and four pairs of images the sum stands at 0.120, 0.060, 0.100 and 0.070 eV. Ten pairs give 0.0775 eV and a hundred give 0.0826 eV. The convergence is slow because each truncation leaves an unbalanced charge at the end of the chain.

The choice of permittivity can be judged by the time $\tau=m^*d/(\hbar\kappa)$, where $\kappa=\sqrt{2m^*(\phi_0-\Delta)}/\hbar$ is the decay constant under the lowered barrier. This is an estimate of the duration of tunnelling, not a measured transit. It gives 1.6 fs. For a phonon energy of 50 meV, the angular frequency times $\tau$ is 0.12, so the lattice has little time to respond and the value 4 is the appropriate one. The static value would give 0.0166 eV, five times less. For a metal plasmon of 3 eV the product is about 7. The image is built by plasmons of the interface, which lie lower: if 3 eV is the bulk value and the metal has a background permittivity of 1, the mode at one interface is at $3/\sqrt{1+4}=1.3$ eV and the product is about 3. The electrodes respond faster than the electron crosses, though not by so much that the static image is beyond correction.

The effect on tunnelling can be gauged by the WKB exponent for an electron arriving at normal incidence at the Fermi level,

$$
S=\frac2\hbar\int\sqrt{2m^*U(z)}\,dz,
$$

where $U$ is the barrier height above that level and the integral covers the region where $U>0$. The transmission varies roughly as $e^{-S}$. Without images $S=19.44$. If the whole barrier is lowered by $\Delta$, the exponent scales with the square root of the height:

$$
S=19.44\sqrt{1.917/2}=19.03,
$$

and the transmission factor rises by $e^{0.41}\approx1.5$. With the full profile $U=\phi_0+W(z)$ the exponent is 17.69, and $e^{-S}$ rises by a factor of 5.8. The difference has the sign expected from the concavity of $W$: every point other than the midplane is lowered by more than $\Delta$. Within this ideal model, the formula for the midplane is therefore a poor substitute for the profile when a current is wanted. The factor 5.8 should not be taken as a prediction for a real device. It leaves out the prefactor of the transmission, which also depends on the shape of the barrier near the plates. Nearly two thirds of the drop in the exponent comes from the regions within 0.2 nm of the plates, where the ideal $W$ becomes very large and a classical image in a continuous medium cannot be trusted.

A bias $V$ adds $-eVz/d$ to the barrier, with $z$ measured from the cathode. The image lowering at the midplane is still $\Delta$, but the top is no longer there. If the far electrode is ignored, the energy to be maximized is $-e^2/(16\pi\varepsilon z)-e\mathcal Ez$, where $\mathcal E=V/d$. Setting its derivative to zero gives

$$
z_{\rm top}=\sqrt{\frac{e}{16\pi\varepsilon\mathcal E}},\qquad
\text{lowering}=2e\mathcal Ez_{\rm top}=\sqrt{\frac{e^3\mathcal E}{4\pi\varepsilon}} .
$$

For 0.5 V the field is 1.67 MV/cm, or 0.167 eV/nm as a force, and $e^2/(16\pi\varepsilon)=0.0900$ eV nm. Then $z_{\rm top}=\sqrt{0.0900/0.167}=0.73$ nm and the lowering is 0.245 eV. With both electrodes included, the computed values are 0.71 nm and 0.249 eV. The top is now three times as far below the bare 2 eV as $\Delta$ would suggest, and the second electrode hardly matters to it. The boxed formula gives the lowering of the top when the bias is zero; at this bias the single-electrode expression is the better guide. The WKB exponent at 0.5 V is 18.17 without images and 16.34 with them.

Real electrodes do not screen perfectly. Consider one Fourier component arriving at an electrode, with $x$ now measured into it from its surface. In the insulator the potential is $e^{-kx}+re^{kx}$, where $r$ is the reflection factor. In the Thomas-Fermi model of a metal with a sharp surface, background permittivity $\varepsilon_m$ and screening length $\ell$, it decays as $(1+r)e^{-\eta x}$, with $\eta=\sqrt{k^2+\ell^{-2}}$. Continuity of the normal displacement requires $\varepsilon k(1-r)=\varepsilon_m\eta(1+r)$, so

$$
r=\frac{\varepsilon k-\varepsilon_m\eta}{\varepsilon k+\varepsilon_m\eta}.
$$

A perfect metal has $\ell\to0$ and $r=-1$. At the midplane, let $a$ and $b$ be the amplitudes returned by electrodes 1 and 2, relative to the direct wave. Each electrode reflects the direct wave and the wave from its partner, over a round trip of length $d$: $a=r_1e^{-kd}(1+b)$ and $b=r_2e^{-kd}(1+a)$. Solving for $a+b$ gives

$$
W=\frac{e^2}{8\pi\varepsilon}\int_0^\infty\frac{(r_1+r_2)e^{-kd}+2r_1r_2e^{-2kd}}{1-r_1r_2e^{-2kd}}\,dk .
$$

When $k\ell$ and $\varepsilon k\ell/\varepsilon_m$ are small, $r\approx-e^{-2\varepsilon k\ell/\varepsilon_m}$. Each plate then acts as a perfect one set back by $\varepsilon\ell/\varepsilon_m$. For $\ell=0.05$ nm and a relative background permittivity of 1, the setback is 0.2 nm, the effective thickness is 3.4 nm, and the lowering becomes $0.0832\times3/3.4=0.073$ eV. The full integral also gives 0.073 eV, which is 12% below the ideal value. This figure depends on inputs that are only rough and were chosen independently of the plasmon energy above: with a relative background permittivity of 4 and the same $\ell$ the reduction is 3%. The profile near the plates changes far more than the midplane value. At large $k$ the factor $r$ tends to $(\varepsilon-\varepsilon_m)/(\varepsilon+\varepsilon_m)$, which is positive when $\varepsilon_m<\varepsilon$, so in this model the image energy turns positive very close to a plate. The rise of $e^{-S}$ at zero bias, 5.8 for perfect metals, becomes 1.2 for a background permittivity of 1 and 3.3 for 4.

The parameters chosen here are rough values in the regime of hafnium dioxide between titanium nitride electrodes. The thickness suits a thin gate dielectric. In a silicon transistor one of the two electrodes is the silicon itself, and this breaks the assumption of two metals. If mobile carriers are left out and the silicon is treated as a dielectric of relative permittivity 11.7, its reflection factor is $(4-11.7)/(4+11.7)=-0.49$, and the midplane lowering becomes 0.070 eV, 15% below the two-metal value. Carriers at the silicon surface screen a static charge, but by the criterion used above they are slow: for $10^{12}$ to $10^{13}$ electrons per cm$^2$ the plasmon of the layer at wavenumber $1/d$ is roughly 40 to 120 meV, its angular frequency times $\tau$ is 0.1 to 0.3, and they add little screening during tunnelling. The midplane is then no longer singled out by symmetry as the top of a flat barrier. If the gate stack also contains a thin silicon oxide layer, its permittivity is not uniform; such a layer and tunnelling through defects are not sized here. A difference between the work functions of the electrodes acts like a built-in bias and shifts the top as described above.

The remaining conditions of the example are mild by comparison. The field at 0.5 V is a third of a rough breakdown field of 5 MV/cm. At 300 K the thermal energy is 0.0259 eV; averaging the transmission over the thermal spread about the Fermi level, with $S$ taken as linear in energy and the barrier uniformly lowered, raises it by about 3%. Emission over the top carries the exponent $1.917/0.0259\approx74$, against 19 for tunnelling, so at zero bias it is negligible here. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Thickness d: 3.0 nm
Relative permittivity, optical: 4.0
Relative permittivity, static: 20.0
Bare barrier: 2.00 eV
Tunnelling mass: 0.20 electron masses
Temperature: 300 K
e^2/(4 pi eps0): 1.43996 eV nm
e^2/(4 pi eps d): 0.12000 eV
ln 2: 0.693147
Midplane energy / scale, field solution: -0.693147
Plate pull x d / scale, surface charge: 0.693147
Lowering from 1 image pairs: 0.12000 eV
Lowering from 2 image pairs: 0.06000 eV
Lowering from 3 image pairs: 0.10000 eV
Lowering from 4 image pairs: 0.07000 eV
Lowering from 10 image pairs: 0.07747 eV
Lowering from 100 image pairs: 0.08258 eV
Midplane lowering, full sum: 0.08318 eV
Midplane lowering, full sum: 1.3326e-20 J
Lowered barrier top, no bias: 1.9168 eV
One isolated electrode at d/2: 0.06000 eV
Two isolated electrodes added: 0.12000 eV
WKB exponent, bare barrier: 19.441
WKB exponent, uniform lowering: 19.033
WKB exponent, full image profile: 17.690
WKB gain, uniform lowering: 1.505
WKB gain, full image profile: 5.760
Bias: 0.50 V
Field at this bias: 1.67 MV/cm
Rough breakdown field, input: 5.0 MV/cm
Barrier top from cathode, biased: 0.709 nm
Top below bare barrier, biased: 0.2493 eV
WKB exponent, biased, no images: 18.170
WKB exponent, biased, with images: 16.337
Metal screening length, input: 0.050 nm
Metal background permittivity, input: 1.0
Lowering with finite screening: 0.07332 eV
Semiconductor permittivity, input: 11.7
Semiconductor reflection factor: -0.4904
Lowering, metal and semiconductor: 0.07037 eV
Lowering with static permittivity: 0.01664 eV
Traversal time: 1.634 fs
Phonon energy, input: 0.050 eV
Phonon frequency x traversal time: 0.124 rad
Plasmon energy, input: 3.0 eV
Plasmon frequency x traversal time: 7.45 rad
Thermal energy kT: 0.02585 eV
Thermal gain of tunnelling: 1.0276
Exponent for emission over the top: 74.1
```
